# Cepstral Green-Kubo thermal conductivity: bias correction, error formula and failure modes

A molecular-dynamics run that is to deliver a thermal conductivity must be stopped at some length, and the decision hangs on the statistical error still left. For the model flux treated below, 200 ps give a predicted relative error of 4.7 %, and 2 % would take about 1.1 ns with the same settings. Both figures follow from a formula that needs no estimate of scatter from the data. The formula holds for a fixed number of retained coefficients; if the same data choose that number, the error bars can come out too small, as they do in the example.

## From the flux to a zero-frequency spectrum

Let $J(t)$ be one Cartesian component of the heat-flux density in a volume $V$ at temperature $T$. The dynamics are classical, the system is isotropic, the equilibrium mean of $J$ is zero, and no other conserved current couples to heat. With $C(t)=\langle J(t)J(0)\rangle$ the Green-Kubo formula is

$$\kappa=\frac{V}{k_BT^2}\int_0^\infty C(t)\,dt .$$

Stationarity makes $C$ even, so the integral is half of that over all times. Defining $S(\omega)=\int_{-\infty}^{\infty}C(t)e^{i\omega t}dt$ gives

$$\kappa=\frac{V}{2k_BT^2}\,S(0).$$

The memory must be short enough for $S$ to be finite and smooth near zero.

The flux is sampled $N$ times ($N$ even) at step $\epsilon$, for a total time $\mathcal T=N\epsilon$. There are $\ell$ independent, statistically equivalent records; one trajectory of an isotropic system gives $\ell=3$. The averaged periodogram is

$$\hat S_k=\frac1\ell\sum_{r=1}^{\ell}\frac{\epsilon}{N}\Big|\sum_{n=0}^{N-1}J^{(r)}_n e^{-2\pi ikn/N}\Big|^2 .$$

In its expectation, a time difference $m\epsilon$ occurs $N-|m|$ times, so

$$\langle\hat S_k\rangle=\epsilon\sum_{|m|<N}\Big(1-\frac{|m|}{N}\Big)C(m\epsilon)\,e^{-2\pi ikm/N}.$$

The term with $|m|/N$ is leakage and falls as $1/N$. What remains is the spectrum of the sampled flux, $S_k$, in which the discrete sum replaces the time integral (aliasing). In the example, aliasing raises $\kappa$ by 0.76 % and leakage lowers the zero bin by 0.02 %.

## The logarithmic bias

For a long record the Fourier sums are nearly Gaussian. In an ordinary bin the real and imaginary parts are independent with equal variance, so the squared modulus divided by its mean is exponentially distributed, which is a Gamma variable of shape 1. The mean of $\ell$ of them is $\xi=x/m$, where $x$ has density $x^{m-1}e^{-x}/\Gamma(m)$ and $m=\ell$. At zero frequency and at the Nyquist frequency the Fourier sum is real. One squared Gaussian has shape $1/2$, so there $m=\ell/2$.

The moments of the logarithm follow from

$$\langle e^{s\ln x}\rangle=\langle x^s\rangle=\frac{\Gamma(m+s)}{\Gamma(m)} .$$

The logarithm of this expression generates the cumulants of $\ln x$. Its first and second derivatives at $s=0$ are $\psi(m)$ and $\psi'(m)$, with $\psi$ the digamma function. Dividing $x$ by $m$ shifts the mean alone:

$$\langle\ln\xi\rangle=\psi(m)-\ln m\equiv\lambda(m),\qquad \mathrm{Var}\,\ln\xi=\psi'(m).$$

For $\ell=3$ an ordinary bin has $\lambda=-0.1758$ and variance $0.3949$; the zero bin has $-0.3690$ and $0.9348$. The bias is negative because the logarithm is concave. Ignoring it would multiply $\kappa$ by $e^{-0.1758}$, an error of $-16$ %.

The variance does not fall with $\mathcal T$: a longer run gives more bins, not better ones. The gain must come from combining bins, and the logarithm suits this because its noise has the same known variance in each ordinary bin, whatever the value of $S_k$.

## Truncating the cepstrum

Keep the bins up to a frequency $f^*$, numbered $k=0,\dots,H$, and set $N^*=2H$. Subtract the bias of each bin, $Y_k=\ln\hat S_k-\lambda_k$, and continue evenly, $Y_{N^*-k}=Y_k$. The cepstral coefficients are

$$C_n=\frac1{N^*}\sum_{k=0}^{N^*-1}Y_k\,e^{2\pi ikn/N^*},$$

and $c_n$ denotes the same transform of the true $\ln S_k$. Inverting at $k=0$, with $C_{N^*-n}=C_n$, gives $Y_0=C_0+2\sum_{n=1}^{H-1}C_n+C_H$. A smooth spectrum has small $c_n$ at large $n$, where the terms carry mostly noise. Keeping $P\le H$ coefficients defines the estimate

$$\hat L=C_0+2\sum_{n=1}^{P-1}C_n,\qquad \hat\kappa=\frac{V}{2k_BT^2}\,e^{\hat L}.$$

Its truncation bias is $-2\sum_{n=P}^{H-1}c_n-c_H$.

For the variance, insert the definition of $C_n$:

$$\hat L=\frac1{N^*}\sum_{k=0}^{N^*-1}D_kY_k,\qquad D_k=1+2\sum_{n=1}^{P-1}\cos\frac{2\pi kn}{N^*}.$$

The cosines are orthogonal over the $N^*$ points. The constant contributes $N^*$ to $\sum_kD_k^2$, and each of the $P-1$ cosines contributes $4\times N^*/2$. With $D=2P-1$,

$$\sum_{k=0}^{N^*-1}D_k^2=N^*D,\qquad D_0=D,\qquad D_H^2=1 .$$

The last value holds because $D_H=1+2\sum_{n=1}^{P-1}(-1)^n=\pm1$.

Bins $k$ and $N^*-k$ carry the same noise, so an interior bin has total weight $2D_k/N^*$. Write $\sigma^2=\psi'(\ell)$, and $v_0$, $v_H$ for the log variances of the end bins. Noise in different bins is independent to leading order, hence

$$\mathrm{Var}\,\hat L=\frac{4\sigma^2}{N^{*2}}\sum_{k=1}^{H-1}D_k^2+\frac{v_0D^2+v_H}{N^{*2}} .$$

The sum over half the interior is $(N^*D-D^2-1)/2$, which gives

$$\mathrm{Var}\,\hat L=\frac{2\sigma^2D}{N^*}+\frac{(v_0-2\sigma^2)D^2+v_H-2\sigma^2}{N^{*2}}\simeq\sigma^2\,\frac{4P-2}{N^*} .$$

Here $v_0=\psi'(\ell/2)$. If the band ends at the Nyquist frequency, $v_H=v_0$; if it ends below, the last bin is an ordinary one and $v_H=\sigma^2$.

Since $\delta\kappa/\kappa\simeq\delta\hat L$, the square root of this variance is the relative error of $\kappa$ when it is small. Exponentiation raises the mean by about $\mathrm{Var}\,\hat L/2$, or 0.1 % at an error of 4.7 %.

The end-bin terms matter for short records. For Gaussian white noise with $N=N^*=64$, $P=4$ and $\ell=1$, the leading formula gives 0.360 and the full one 0.380; 60,000 simulated records gave 0.380.

Cutting a run into $M$ segments raises $\ell$ to $3M$ and divides $N^*$ by $M$. At fixed $P$ and $f^*$ the leading variance is then proportional to $M\psi'(3M)$, which falls from 0.395 at $M=1$ towards $1/3$. The logarithm of a single trajectory therefore costs at most 9 % in the error, while leakage grows in proportion to $M$.

## Choosing the number of coefficients

An interior $C_n$ has noise variance $\sigma^2/N^*$ to leading order, because the squared cosines average to one half. At $n=H$ it is twice as large. The squared error of the log spectrum, averaged over the $N^*$ points, halved and without its $n=0$ part, is

$$R(P)=\sum_{n=1}^{P-1}(C_n-c_n)^2+{\sum_{n=P}^{H}}'c_n^2,$$

where the prime gives the term $n=H$ half weight, since that coefficient occurs once in the inverse transform. Its expectation is $(P-1)\sigma^2/N^*+\sum'c_n^2$. The unknown tail is obtained from

$$\Big\langle{\sum_{n=P}^{H}}'C_n^2\Big\rangle={\sum_{n=P}^{H}}'c_n^2+(H-P+1)\frac{\sigma^2}{N^*} .$$

Eliminating $\sum'c_n^2$, multiplying by $N^*/\sigma^2$ and dropping the constant $-(H+2)$ leaves the quantity to be minimized, which has the Akaike form:

$$A(P)=\frac{N^*}{\sigma^2}{\sum_{n=P}^{H}}'C_n^2+2P .$$

For each fixed $P$ this is an unbiased estimate of the expected $N^*R/\sigma^2$, up to the constant and to leading order in $1/N^*$. It measures the fit over the whole band, not at zero frequency alone.

## Pseudocode and cost

```
input  J[r][n], r=1..ell, n=0..N-1; eps, V, T, H
Shat[k] = mean over r of (eps/N)*|FFT(J[r])[k]|^2
for k = 0..H:
    m = ell/2 if k==0 or k==N/2, else ell
    Y[k] = log(Shat[k]) - digamma(m) + log(m)
Nb = 2*H
C = inverse real FFT of Y, length Nb  # factor 1/Nb
s2 = trigamma(ell)
q[n] = Nb*C[n]^2/s2;  q[H] = q[H]/2
tail[P] = sum of q[n], n=P..H         # backward sum
P = argmin(tail[P] + 2*P), P=1..H     # or a preset P
L = C[0] + 2*sum(C[1..P-1])
kappa = V*exp(L)/(2*kB*T^2)
error = kappa*sqrt(full variance formula)
```

The transforms cost of order $\ell N\log N$ operations, the cepstrum $N^*\log N^*$ and the selection $N^*$. Storage is of order $\ell N$, or $N$ if the records are transformed one after another. A change in the unit of $S$ shifts $C_0$ and nothing else.

The sample mean must not be subtracted from the flux. That would set $\hat S_0=0$, and its logarithm diverges. If subtraction cannot be avoided, $Y_0$ can be replaced by $Y_1$: the spectrum is even, so it changes over one bin in second order, and the variance changes by a term of order $\sigma^2D^2/N^{*2}$.

## Choosing the band

The kept band corresponds to a sampling step $\epsilon^*=1/(2f^*)$, and $N^*\epsilon^*=\mathcal T$. For $P\gg1$,

$$\mathrm{Var}\,\hat L\simeq4\sigma^2\,\frac{P\epsilon^*}{\mathcal T} .$$

The error is set by the cepstral time $P\epsilon^*$ needed to describe the kept spectrum. A sharp peak far above zero frequency lengthens that time without informing $\kappa$, which is the reason for cutting it off.

The cut has a price. The even continuation has a kink at $f^*$ unless the slope vanishes there. With $\theta=\omega\epsilon^*$ and $L(\theta)=\ln S$, two integrations by parts give

$$c_n=\frac1\pi\int_0^\pi L\cos n\theta\,d\theta\simeq\frac{(-1)^nL'(\pi)}{\pi n^2},$$

where $L'(0)=0$ by evenness. The alternating tail sums to about half its first term, so the truncation bias tends to $-(-1)^PL'(\pi)/(\pi P^2)$. In the example it is 0.17, 0.08 and 0.03 % at $P=8$, 12 and 20, in keeping with $1/P^2$.

## Worked example

The model flux is Gaussian, with

$$C(t)=a_1^2e^{-|t|/\tau_1}+a_2^2e^{-|t|/\tau_2}\cos\omega_0t .$$

The parameters are $a_1=37$ GW/m², $\tau_1=50$ fs, $a_2=80$ GW/m², $\tau_2=200$ fs and $\omega_0/2\pi=25$ THz. The cell is a 3 nm cube at 300 K. Integration gives

$$S(0)=2a_1^2\tau_1+\frac{2a_2^2\tau_2}{1+\omega_0^2\tau_2^2}=136.9+2.6=139.5\ (\mathrm{GW/m^2})^2\,\mathrm{ps}.$$

The prefactor $V/(2k_BT^2)$ is 0.010864 W/(m K) per unit of this spectrum, so $\kappa=1.516$ W/(m K). Sampling every 10 fs changes the target to 1.527 W/(m K). With 20,000 samples and $f^*=10$ THz, $N^*=4000$ and $\epsilon^*=50$ fs.

In the first simulated trajectory the lowest four periodogram bins, read as conductivities, are 2.16, 0.57, 1.52 and 1.15 W/(m K), so no single bin is of use. The criterion selects $P=4$, and

$$\hat L=3.8710+2(0.4518+0.0257+0.0180)=4.862 .$$

Hence $\hat\kappa=0.010864\,e^{4.862}=1.405$ W/(m K). The relative error is $\sqrt{0.3949\times14/4000}=3.7$ %, or 0.05 W/(m K). Measured in $\ln\kappa$, the target lies 2.2 predicted errors above the estimate. Truncation explains only $-0.5$ % of the $-8.3$ % deviation in $\ln\kappa$. Retaining more coefficients does not help: at $P=8$ the estimate is 1.30 W/(m K), which in $\ln\kappa$ is 3.0 predicted errors low. This trajectory is an unfavourable sample, and nothing in its own error bar reveals that.

An ensemble of 600 trajectories shows whether the formula is at fault. At fixed $P=6$ the scatter of $\hat L$ is 4.4 %, against a predicted 4.7 %; a standard deviation from 600 values is itself uncertain by about 3 % of its value. The mean of $\hat L$ is 4.949, against 4.948 expected with truncation included. The formula and the bias correction hold here. Solved for the run length at the same $P=6$, the leading formula gives $\mathcal T=\sigma^2(4P-2)\epsilon^*/0.02^2=0.3949\times22\times0.05\ \mathrm{ps}/0.0004\approx1.1$ ns for an error of 2 %.

With $P$ selected anew for each trajectory, the scatter is 5.3 %, while the mean predicted error is 4.2 %. The truth lies within one error bar in 60 % of cases and within two in 91 %, below the Gaussian 68 and 95 %. Two effects contribute: the criterion tends to keep extra coefficients when their noise is large, and a few per cent of the trajectories select $P\le3$, where truncation bias dominates. A remedy for the first follows from the derivation: choose $P$ on a pilot run and apply it to independent production data. $P$ is then fixed with respect to the production noise, and the variance formula applies. Truncation bias remains, and it matters if the pilot run selects too few coefficients: at $P=3$ it is $-6$ %, about two predicted errors. A pilot run of the same length therefore closes only part of the gap to the Gaussian coverage.

The band choice shows in the same ensemble. Keeping all 50 THz, with the 25 THz peak, raises the median $P\epsilon$ from $4\times50=200$ fs to $41\times10=410$ fs, and the mean predicted error from 4.2 to 5.7 %. The numerical output lists the dependence on $P$.

## When the estimate fails

**A weak slow tail can be missed.** Suppose a smooth spectrum carries in addition a narrow peak at zero frequency, of relative height $r$ and decay time $\tau\gg\epsilon^*$. For small $r$ its contribution to the log spectrum is $r/(1+\theta^2\tau^2/\epsilon^{*2})$, and the integral for $c_n$ gives

$$c_n\simeq\frac{r\epsilon^*}{2\tau}\,e^{-n\epsilon^*/\tau}.$$

Keeping a coefficient lowers the expected error $R$ if $c_n^2>\sigma^2/N^*$. Where the smooth part has died out, even the largest of these coefficients passes only if roughly

$$r>\frac{2\sigma\tau}{\sqrt{\mathcal T\epsilon^*}} .$$

For $\tau=1$ ps and the settings of the example the threshold is about 0.4, at the edge of the small-$r$ estimate. A picosecond tail that adds some tens of per cent to $\kappa$ may thus be cut away while the error bar stays small. The threshold refers to the expected gain per coefficient, and passing it is far from sufficient: the peak is recovered only when $P$ reaches several times $\tau/\epsilon^*$, which is 20 here. A longer run or a narrower band lowers the threshold. Repeating the analysis with a smaller $f^*$ may therefore reveal such a tail. An unchanged result does not exclude one: the narrower band has fewer bins, and the larger scatter can hide the shift.

**Non-Gaussian driving noise adds variance.** Let the flux be a linear filter acting on independent random numbers of excess kurtosis $g$. The periodogram values of those numbers, scaled to unit mean, have covariance $g/N$ between different bins. To leading order this is equivalent to a common scale factor $1+\eta$ with $\mathrm{Var}\,\eta=g/N$, which shifts all log values of a record together. The weights $D_k/N^*$ sum to one, so the shift passes undiminished into $\hat L$. With $\ell$ records each shift enters with mean weight $1/\ell$, and the added variance is $\ell\times\ell^{-2}g/N=g/(\ell N)$. This is of the same order in $1/N$ as the main term, although each single Fourier sum becomes Gaussian. For Laplace noise ($g=3$, $N=128$, $\ell=1$, $P=4$) the prediction is 0.023 and simulation gave 0.021. Suppose the example's cell consisted of 27 independent regions, each driven by independent numbers with $g=3$, one per 10 fs sample and flux component. The total would have $g=0.11$, and the variance would grow by less than 0.1 %. Here $g$ belongs to the driving numbers. The filter brings the flux itself closer to a Gaussian, so the kurtosis of the flux must not be inserted for $g$.

## Beside a real material

The model's 1.5 W/(m K) lies in the rough room-temperature range of vitreous silica, 1 to 2 W/(m K). The flux amplitudes and decay times are round numbers chosen to reach that range; they were not computed for silica, and the agreement is no evidence about it. Two neglected effects rival or exceed the statistical error. A classical simulation gives each vibration the heat capacity $k_B$. For modes spread evenly up to 40 THz, the quantum value averages 0.50 of this at 300 K and 0.91 at 1000 K. If all modes carried equal classical shares of heat with unchanged lifetimes, $\kappa$ at 300 K would be halved; if low-frequency modes carry the larger share, the reduction is considerably smaller. The 3 nm cell, small for this purpose, also excludes waves longer than its edge. Kinetic theory with three branches, a sound speed $v=4$ km/s and a mean free path $\Lambda_1(f_1/f)^2$, where $\Lambda_1=5$ nm at $f_1=1$ THz (all rough), gives the part carried by waves longer than the edge as

$$\int_0^{q_{\min}}\frac{k_Bvq^2}{2\pi^2}\Lambda\,dq=\frac{2k_B\Lambda_1f_1^2q_{\min}}{v}=0.07\ \mathrm{W/(m\,K)},$$

with $q_{\min}=2\pi/(3\ \mathrm{nm})$. That is about 5 % of $\kappa$, comparable with the statistical error of the 200 ps run. Within this mean-free-path law, though not for one that rises faster at low frequency, it is an upper estimate of the loss, because the discrete waves of the periodic cell at $q_{\min}$ stand for part of this range. Under these assumptions, extending the run to 1.1 ns for a 2 % error would pay off only together with a larger cell and a treatment of the quantum heat capacity.

## Numbers as computed

```
T = 300 K, box edge = 3.0 nm, records ell = 3
time step = 10 fs, samples N = 20000, length = 200 ps
slow part: rms 37 GW/m^2, decay time 50 fs
oscillation: rms 80 GW/m^2, decay 200 fs, 25 THz
kept band: 10 THz, N* = 4000
kappa per unit spectrum = 0.010864 W/(m K) per (GW/m^2)^2 ps
kappa, continuous time = 1.5155 W/(m K)
kappa, sampled flux    = 1.5270 W/(m K)
log bias: formula -0.1758, ensemble -0.1756
log variance: formula 0.3949, ensemble 0.3951
zero bin: log bias -0.3690, log variance 0.9348
neighbour-bin correlation of log noise = -0.0008
error of kappa if log bias is ignored = -16.1 %
Trajectory 1, raw periodogram as kappa, bins 0-3, W/(m K): 2.160 0.572 1.518 1.150
n, true c_n, estimated C_n (trajectory 1; S in (GW/m^2)^2 ps)
  0  3.8564  3.8710
  1  0.4723  0.4518
  2  0.0417  0.0257
  3  0.0281  0.0180
  4  -0.0019  -0.0032
  5  0.0055  -0.0155
noise of one C_n (n>0) = 0.0099
P, truncation bias of log S(0) %, predicted error %, kappa W/(m K), criterion - min
   1  -108.92   1.41  0.521  2071.8
   2   -14.47   2.43  1.287  6.0
   3    -6.13   3.14  1.355  1.3
   4    -0.50   3.72  1.405  0.0
   5    -0.89   4.22  1.396  1.9
   6     0.21   4.66  1.353  1.5
   8     0.17   5.44  1.300  3.3
  12     0.08   6.74  1.275  5.7
  20     0.03   8.78  1.183  10.8
Trajectory 1: selected P = 4, kappa = 1.405 +- 0.052 W/(m K)
Ensemble of 600 trajectories, fixed P = 6:
  scatter of log S(0): seen 4.44 %, predicted 4.66 %
  leading formula alone 4.66 %
  mean log S(0): seen 4.9491, expected 4.9477
  within one predicted error of expected mean: 69.2 %
Selected P: median 4, 5-95 % range 4-10
  scatter seen 5.33 %, mean predicted 4.18 %
  mean offset from true log S(0) = -0.50 %
  truth within 1 error: 59.7 %, 2 errors: 91.2 %
Full 50 THz band: median P 41, mean predicted 5.67 %
Length for 2 % error at P = 6: 1086 ps
White noise, N=64, P=4, ell=1: variance seen 0.3795, full 0.3799, leading 0.3598
Laplace noise, N=128: extra variance seen 0.0207, predicted 0.0234
Aliasing 0.76 %, leakage at zero -0.022 %
Non-Gaussian flux: kurtosis 0.11, extra/predicted variance 8.5e-04
Long waves: speed 4 km/s, path 5 nm at 1 THz (rough)
  missing below 1.33 THz: 0.072 W/(m K), 4.8 % of kappa
Quantum/classical heat capacity, flat modes to 40 THz: 0.50 at 300 K, 0.91 at 1000 K
```
